**Optical onset against quasiparticle gap in a band-offset calculation**

The program tests that a hydrogenic exciton puts the optical onset of a direct-gap oxide below its quasiparticle gap `E_g` by the binding `E_b = Ry (mu/m0)/eps^2`, and that a conduction-band offset (CBO) built from this onset is too small by the same amount. Here `mu` is the reduced mass of the pair, `eps` the dielectric constant, and VBO the valence-band offset in `CBO = E_g(oxide) - E_g(substrate) - VBO`. A small interacting two-band ring, diagonalized in Fock space, is used to assert that a neutral gap for the oxide alone lowers the offset by the pair binding, and neutral gaps on both sides lower it by the difference of the two bindings, each found from a separate two-particle matrix. Finite-difference solutions of the radial equation are asserted to agree with the formulas for levels, line strengths and the broadened spectrum, with and without attraction. Further assertions cover the tangent onset, the recovery of the gap by a fit, and the limits of the Haken potential. The output shows a true CBO of 1.700 eV, against 1.496 eV from the first exciton line and 1.425 eV from the tangent onset. With lattice screening by the Haken potential the binding drops from 0.204 to 0.059 eV.

## Check in Python

```python
"""
Result under test: an optical onset of a direct-gap oxide lies below its
quasiparticle gap E_g by the exciton binding E_b (plus a broadening term), and
a conduction-band offset (CBO) built from that onset is too small by as much.
  CBO = E_g(oxide) - E_g(substrate) - VBO,   E_b = Ry * mu / eps^2
VBO: valence-band offset, positive if the oxide valence edge is the lower one.
mu: reduced mass / m0; eps: dielectric constant; a: exciton Bohr radius.
Pair spectrum A(E) = sum |phi(0)|^2 delta(E - E_pair); w = E - E_g.
Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import least_squares

# ---------- model parameters ----------
gap_ox, gap_sub, vbo = 6.0, 1.1, 3.2
m_e, m_h = 0.5, 1.5
eps_inf, eps_static = 5.0, 20.0
phonon, sigma = 0.06, 0.05

mu = m_e * m_h / (m_e + m_h)
rydberg = sc.value("Rydberg constant times hc in eV")
bohr = sc.value("Bohr radius") * 1e9
kin0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18        # hbar^2/2m0, eV nm^2
coul0 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9       # e^2/4 pi eps0, eV nm
binding = rydberg * mu / eps_inf**2
radius = bohr * eps_inf / mu

# ---------- charged and neutral gaps of an interacting two-band ring ----------
CELLS = 4


def annihilators(count):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for j in range(count):
        op = np.eye(1)
        for k in range(count):
            factor = sign if k < j else (lower if k == j else np.eye(2))
            op = np.kron(op, factor)
        ops.append(op)
    return ops


OPS = annihilators(2 * CELLS)
NUM = [op.T @ op for op in OPS]
TOTAL = np.rint(np.diag(sum(NUM))).astype(int)


def ring_levels(e_c, e_v, t_c, t_v, v_cv):
    """Conduction edge, valence edge and lowest neutral excitation energy."""
    ham = np.zeros_like(OPS[0])
    for i in range(CELLS):
        j = (i + 1) % CELLS
        ci, cj, vi, vj = OPS[i], OPS[j], OPS[CELLS + i], OPS[CELLS + j]
        hop_c, hop_v = ci.T @ cj, vi.T @ vj
        ham += -t_c * (hop_c + hop_c.T) + t_v * (hop_v + hop_v.T)
        ham += e_c * NUM[i] + e_v * NUM[CELLS + i]
        ham += v_cv * NUM[i] @ NUM[CELLS + i]

    def sector(n):
        idx = np.where(TOTAL == n)[0]
        return np.linalg.eigvalsh(ham[np.ix_(idx, idx)])

    neutral = sector(CELLS)
    return (sector(CELLS + 1)[0] - neutral[0],
            neutral[0] - sector(CELLS - 1)[0],
            neutral[1] - neutral[0])


def ring_pair_binding(t_c, t_v, v_cv):
    """Binding from the electron-hole relative motion alone."""
    hop = t_c + t_v
    rel = np.zeros((CELLS, CELLS))
    for i in range(CELLS):
        rel[i, (i + 1) % CELLS] -= hop
        rel[(i + 1) % CELLS, i] -= hop
    free = np.linalg.eigvalsh(rel)[0]
    rel[0, 0] -= v_cv
    return free - np.linalg.eigvalsh(rel)[0]


ring_ox = dict(e_c=1.5, e_v=-3.5, t_c=0.5, t_v=0.2, v_cv=1.2)
ring_sub = dict(e_c=1.0, e_v=-0.5, t_c=0.3, t_v=0.1, v_cv=0.2)
c_ox, v_ox, opt_ox = ring_levels(**ring_ox)
c_sub, v_sub, opt_sub = ring_levels(**ring_sub)
bind_ox = ring_pair_binding(0.5, 0.2, 1.2)
bind_sub = ring_pair_binding(0.3, 0.1, 0.2)
ring_cbo = c_ox - c_sub
ring_vbo = v_sub - v_ox
ring_mixed = opt_ox - (c_sub - v_sub) - ring_vbo
ring_both = opt_ox - opt_sub - ring_vbo
assert abs(ring_mixed - ring_cbo + bind_ox) < 1e-9
assert abs(ring_both - ring_cbo + bind_ox - bind_sub) < 1e-9
assert bind_ox > 0.1

# ---------- radial s-wave problem by finite differences ----------
BOX, POINTS = 70.0, 10000
step_r = BOX / (POINTS + 1)
r = step_r * np.arange(1, POINTS + 1)
kin = kin0 / mu


def radial_states(potential, top):
    """Energies relative to E_g and |phi(0)|^2 of all s states below top."""
    diag = 2 * kin / step_r**2 + potential
    off = np.full(POINTS - 1, -kin / step_r**2)
    energy, vec = eigh_tridiagonal(diag, off, select="v",
                                   select_range=(-5.0, top))
    u = vec / np.sqrt(step_r)
    slope0 = (4 * u[0] - u[1]) / (2 * step_r)
    return energy, slope0**2 / (4 * np.pi)


def ground_binding(potential):
    diag = 2 * kin / step_r**2 + potential
    off = np.full(POINTS - 1, -kin / step_r**2)
    return -eigh_tridiagonal(diag, off, eigvals_only=True, select="i",
                             select_range=(0, 0))[0]


e_att, f_att = radial_states(-coul0 / (eps_inf * r), 1.4)
e_free, f_free = radial_states(np.zeros(POINTS), 1.4)
n = np.arange(1, 5)
assert np.allclose(e_att[:4], -binding / n**2, rtol=1e-3)
assert np.allclose(f_att[:4], 1 / (np.pi * radius**3 * n**3), rtol=2e-3)

# ---------- broadened pair spectra ----------


def gauss(x, width):
    return np.exp(-0.5 * (x / width)**2) / (width * np.sqrt(2 * np.pi))


DQ = 0.001
q = (np.arange(1550) + 0.5) * DQ                     # w = q^2 in the continuum


def smear_continuum(values, w, width):
    return gauss(w[:, None] - q**2, width) @ (values * 2 * q * DQ)


def elliott(w, ry, width):
    """Bound lines plus continuum, in units of the continuum edge height."""
    k = np.arange(1, 401)
    lines = gauss(w[:, None] + ry / k**2, width) @ (2 * ry / k**3)
    cont = 1 / (1 - np.exp(-2 * np.pi * np.sqrt(ry) / q))
    return lines + smear_continuum(cont, w, width)


def uncorrelated(w, ry, width):
    """Same units, electron-hole attraction switched off."""
    return smear_continuum(q / (2 * np.pi * np.sqrt(ry)), w, width)


w = np.arange(-0.6, 0.8001, 0.002)
edge = 1 / (2 * np.pi * radius**3 * binding)
num_att = gauss(w[:, None] - e_att, sigma) @ f_att / edge
num_free = gauss(w[:, None] - e_free, sigma) @ f_free / edge
for_att, for_free = elliott(w, binding, sigma), uncorrelated(w, binding, sigma)
dev_att = np.max(np.abs(num_att - for_att)) / np.max(for_att)
dev_free = np.max(np.abs(num_free - for_free)) / np.max(for_free)
assert dev_att < 3e-3 and dev_free < 3e-3

# averaged spectrum just below and just above E_g, with a narrow width
near = np.array([-0.01, 0.01])
pass_att = elliott(near, binding, 0.005)
pass_free = uncorrelated(near, binding, 0.005)
assert abs(pass_att[0] / pass_att[1] - 1) < 0.05
assert pass_free[0] / pass_free[1] < 0.2

# ---------- onset from the steepest tangent to (alpha E)^2 ----------


def tangent_onset(w_grid, spectrum):
    y = spectrum**2
    slope = np.gradient(y, w_grid)
    i = np.argmax(slope)
    return w_grid[i] - y[i] / slope[i]


shift_att = tangent_onset(w, num_att)
shift_free = tangent_onset(w, num_free)
shift_rule = -binding - np.sqrt(2) * sigma
assert abs(shift_att - shift_rule) < 0.003
assert abs(shift_free) < 0.5 * sigma

# ---------- offsets ----------
cbo_true = gap_ox - gap_sub - vbo
cbo_line = gap_ox + e_att[0] - gap_sub - vbo
cbo_tangent = gap_ox + shift_att - gap_sub - vbo

# ---------- cure: fit lines and continuum to the diagonalized spectrum ----------
photon, data = (gap_ox + w)[::5], num_att[::5]
peak = photon[np.argmax(data)]


def residual(p):
    return p[3] * elliott(photon - p[0], p[1], p[2]) - data


fit = least_squares(residual, [peak + 0.1, 0.1, 0.08, data[-1]],
                    bounds=([4.0, 0.01, 0.01, 0.01], [8.0, 1.0, 0.3, 10.0]))
gap_fit, bind_fit = fit.x[:2]
assert abs(gap_fit - gap_ox) < 0.005 and abs(bind_fit - binding) < 0.005

# ---------- lattice screening: Haken potential ----------


def haken_binding(quantum):
    l_e, l_h = np.sqrt(kin0 / (np.array([m_e, m_h]) * quantum))
    cloud = 0.5 * (np.exp(-r / l_e) + np.exp(-r / l_h))
    inv_eps = 1 / eps_static + (1 / eps_inf - 1 / eps_static) * cloud
    return ground_binding(-coul0 * inv_eps / r)


bind_static = rydberg * mu / eps_static**2
bind_haken = haken_binding(phonon)
assert abs(haken_binding(1e-9) / binding - 1) < 2e-3
assert abs(haken_binding(1e6) / bind_static - 1) < 2e-3
assert bind_static < bind_haken < binding
len_e, len_h = np.sqrt(kin0 / (np.array([m_e, m_h]) * phonon))

# ---------- output ----------
print("INPUT")
print(f"oxide quasiparticle gap          {gap_ox:.3f} eV")
print(f"substrate quasiparticle gap      {gap_sub:.3f} eV")
print(f"valence-band offset              {vbo:.3f} eV")
print(f"electron, hole mass              {m_e:.2f}, {m_h:.2f} m0")
print(f"eps high-frequency, static       {eps_inf:.1f}, {eps_static:.1f}")
print(f"phonon energy, Gaussian width    {phonon:.3f}, {sigma:.3f} eV")
print("TWO-BAND RING (Fock-space diagonalization)")
print(f"oxide charged gap, neutral gap   {c_ox-v_ox:.4f}, {opt_ox:.4f} eV")
print(f"substrate charged, neutral gap   {c_sub-v_sub:.4f}, {opt_sub:.4f} eV")
print(f"pair binding oxide, substrate    {bind_ox:.4f}, {bind_sub:.4f} eV")
print(f"ring VBO                         {ring_vbo:.4f} eV")
print(f"ring CBO from added electrons    {ring_cbo:.4f} eV")
print(f"ring CBO, neutral oxide gap      {ring_mixed:.4f} eV")
print(f"ring CBO, both gaps neutral      {ring_both:.4f} eV")
print("HYDROGENIC EXCITON")
print(f"Rydberg energy                   {rydberg:.4f} eV")
print(f"Bohr radius of hydrogen          {bohr:.5f} nm")
print(f"reduced mass                     {mu:.4f} m0")
print(f"binding, formula                 {binding:.4f} eV")
print(f"binding, diagonalization         {-e_att[0]:.4f} eV")
print(f"exciton Bohr radius              {radius:.4f} nm")
print(f"n=2 line below gap               {-e_att[1]:.4f} eV")
print(f"spectrum deviation, attraction   {dev_att:.1e} of maximum")
print(f"spectrum deviation, free pairs   {dev_free:.1e} of maximum")
print("A(gap-0.01 eV)/A(gap+0.01 eV), width 0.005 eV:")
print(f"  with attraction                {pass_att[0]/pass_att[1]:.3f}")
print(f"  without attraction             {pass_free[0]/pass_free[1]:.3f}")
print("ONSETS AND OFFSETS")
print(f"first exciton line               {gap_ox+e_att[0]:.4f} eV")
print(f"tangent onset, attraction        {gap_ox+shift_att:.4f} eV")
print(f"tangent onset, closed rule       {gap_ox+shift_rule:.4f} eV")
print(f"tangent onset, no attraction     {gap_ox+shift_free:.4f} eV")
print(f"sqrt(2) * width                  {np.sqrt(2)*sigma:.4f} eV")
print(f"true CBO                         {cbo_true:.3f} eV")
print(f"CBO from first exciton line      {cbo_line:.3f} eV")
print(f"CBO from tangent onset           {cbo_tangent:.3f} eV")
print(f"CBO bias of tangent onset        {cbo_tangent-cbo_true:.3f} eV")
print(f"relative CBO bias                "
      f"{100*(cbo_tangent/cbo_true-1):.1f} percent")
print(f"fitted gap, fitted binding       {gap_fit:.4f}, {bind_fit:.4f} eV")
print(f"CBO from fitted gap              {gap_fit-gap_sub-vbo:.3f} eV")
print("LATTICE SCREENING")
print(f"polaron lengths electron, hole   {len_e:.3f}, {len_h:.3f} nm")
print(f"binding with static eps          {bind_static:.4f} eV")
print(f"binding with Haken potential     {bind_haken:.4f} eV")
print(f"CBO from first line, Haken       {cbo_true-bind_haken:.3f} eV")
print(f"CBO from first line, static eps  {cbo_true-bind_static:.3f} eV")
print("success")
```

Running it gives:

```
INPUT
oxide quasiparticle gap          6.000 eV
substrate quasiparticle gap      1.100 eV
valence-band offset              3.200 eV
electron, hole mass              0.50, 1.50 m0
eps high-frequency, static       5.0, 20.0
phonon energy, Gaussian width    0.060, 0.050 eV
TWO-BAND RING (Fock-space diagonalization)
oxide charged gap, neutral gap   4.8000, 4.2952 eV
substrate charged, neutral gap   0.9000, 0.8414 eV
pair binding oxide, substrate    0.5048, 0.0586 eV
ring VBO                         2.8000 eV
ring CBO from added electrons    1.1000 eV
ring CBO, neutral oxide gap      0.5952 eV
ring CBO, both gaps neutral      0.6537 eV
HYDROGENIC EXCITON
Rydberg energy                   13.6057 eV
Bohr radius of hydrogen          0.05292 nm
reduced mass                     0.3750 m0
binding, formula                 0.2041 eV
binding, diagonalization         0.2041 eV
exciton Bohr radius              0.7056 nm
n=2 line below gap               0.0510 eV
spectrum deviation, attraction   2.6e-04 of maximum
spectrum deviation, free pairs   3.4e-04 of maximum
A(gap-0.01 eV)/A(gap+0.01 eV), width 0.005 eV:
  with attraction                0.981
  without attraction             0.009
ONSETS AND OFFSETS
first exciton line               5.7959 eV
tangent onset, attraction        5.7252 eV
tangent onset, closed rule       5.7252 eV
tangent onset, no attraction     6.0148 eV
sqrt(2) * width                  0.0707 eV
true CBO                         1.700 eV
CBO from first exciton line      1.496 eV
CBO from tangent onset           1.425 eV
CBO bias of tangent onset        -0.275 eV
relative CBO bias                -16.2 percent
fitted gap, fitted binding       5.9999, 0.2040 eV
CBO from fitted gap              1.700 eV
LATTICE SCREENING
polaron lengths electron, hole   1.127, 0.651 nm
binding with static eps          0.0128 eV
binding with Haken potential     0.0589 eV
CBO from first line, Haken       1.641 eV
CBO from first line, static eps  1.687 eV
success
```
